# Transverse Voltage without Magnetic Field in a Diagonally Cut Black-Phosphorus Channel

## Problem

A thin black-phosphorus film conducts differently along its two in-plane crystal axes, called armchair and zigzag. Its sheet resistivity, the resistivity divided by the film thickness, is \(\rho_a\) along armchair and \(\rho_z=2\rho_a\) along zigzag. A long rectangular channel is cut from the film with its length at 45 degrees to both axes. Current enters and leaves through metal contacts covering the two ends. The side edges are insulating, and there is no magnetic field.

Let \(\hat a\) and \(\hat z\) be unit vectors along the armchair and zigzag axes. The unit vectors along and across the channel are

\[
\hat n=\frac{\hat a+\hat z}{\sqrt2},\qquad
\hat t=\frac{-\hat a+\hat z}{\sqrt2}.
\]

Current flows along \(+\hat n\). Far from the end contacts, what is the ratio \(E_t/E_n\) of the transverse to the longitudinal electric field, including its sign? What voltages appear in a channel of given size?

The film obeys a local, linear Ohm law. At zero magnetic field the ratio has the same form in Gaussian and practical units; the numbers below are in practical units.

## A tempting solution

The battery is connected between the ends, so it produces a field along \(\hat n\). There is no magnetic force to push carriers sideways, and the two crystal axes are equally inclined to the channel. It seems to follow that

\[
E_t=0 .
\]

The longitudinal resistivity can then be found from the conductivities \(\sigma_a=1/\rho_a\) and \(\sigma_z=1/\rho_z\). A field \(E_n\hat n\) has components \(E_n/\sqrt2\) on both crystal axes, so

\[
J_a=\frac{\sigma_aE_n}{\sqrt2},\qquad
J_z=\frac{\sigma_zE_n}{\sqrt2}.
\]

Here \(J\) is a sheet current density, that is, current per unit width. Projecting on \(\hat n\) gives

\[
J_n=\frac{J_a+J_z}{\sqrt2}=\frac{\sigma_a+\sigma_z}{2}E_n .
\]

The apparent resistivity is therefore

\[
\frac{E_n}{J_n}=\frac{2}{\sigma_a+\sigma_z}
=\frac{2\rho_a\rho_z}{\rho_a+\rho_z}=\frac43\rho_a .
\]

## Where it fails

The algebra is correct for a field that points along \(\hat n\). To see whether such a field is possible here, project the same current on \(\hat t\):

\[
J_t=\frac{-J_a+J_z}{\sqrt2}
=-\frac{\sigma_a-\sigma_z}{2}E_n .
\]

Since \(\sigma_a=2\sigma_z\), this is not zero. Dividing by \(J_n\),

\[
\frac{J_t}{J_n}=-\frac{\sigma_a-\sigma_z}{\sigma_a+\sigma_z}
=-\frac{2-1}{2+1}=-\frac13 .
\]

The proposed solution sends a steady current into an insulating edge. The equal inclination of the axes does not prevent this, because the axes have equal angles but unequal conductivities. Reflection in the channel's long axis would exchange them, so it is not a symmetry of the film.

The mistake is to read "open circuit" as \(E_t=0\). An open transverse circuit imposes

\[
J_t=0,
\]

and leaves \(E_t\) to be found. The condition \(E_t=0\) would describe a channel in which each point of one side edge is joined by its own wire to the point directly opposite, so that the wires can carry the transverse current. The wires must be separate from one another: a continuous metal strip along an edge would also force the longitudinal field to zero at that edge.

The sideways current also shows how the transverse field arises. When a purely longitudinal field is first applied, positive charge is carried towards \(-\hat t\), the side towards which the armchair axis leans. That side of the channel becomes positive and the opposite side negative. In a thin film this charge is largest at the edges but is spread across the width, not confined to the edges. The resulting field points along \(+\hat t\) and grows until it stops the sideways current. The sign is the same for holes and electrons, because the argument uses the electric current and not the direction in which the carriers move.

## Right solution

In the uniform part of the channel \(\vec J=J\hat n\). This flow meets both requirements of steady conduction: its divergence is zero, and no current crosses the edges. The field it needs is also uniform, and so has no curl, as an electrostatic field must.

The components of \(J\hat n\) on the crystal axes are

\[
J_a=J_z=\frac{J}{\sqrt2}.
\]

Ohm's law is diagonal on these axes:

\[
E_a=\frac{\rho_aJ}{\sqrt2},\qquad
E_z=\frac{\rho_zJ}{\sqrt2}.
\]

The field is larger along zigzag, where the same current meets twice the resistivity. Projecting back on the channel directions,

\[
E_n=\frac{E_a+E_z}{\sqrt2}=\frac{\rho_a+\rho_z}{2}J\equiv\rho_nJ,
\]

\[
E_t=\frac{-E_a+E_z}{\sqrt2}=\frac{\rho_z-\rho_a}{2}J\equiv\rho_\times J .
\]

The current cancels in the ratio:

\[
\boxed{\frac{E_t}{E_n}=\frac{\rho_z-\rho_a}{\rho_z+\rho_a}
=\frac{2-1}{2+1}=\frac13 .}
\]

The transverse field is one third of the longitudinal field and points towards the zigzag side. If \(\hat t\) were chosen in the opposite direction, the ratio would be \(-1/3\). The total field is tilted from the current by \(\arctan(1/3)=18.4^\circ\).

The correct longitudinal resistivity is \(\rho_n=3\rho_a/2\). The tempting value \(4\rho_a/3\) is smaller by one ninth of the correct one. Blocking the transverse current thus raises the resistance to longitudinal flow.

Write \(r=\rho_z/\rho_a\), so that the ratio is \((r-1)/(r+1)\). It vanishes for an isotropic film, \(r=1\). For weak anisotropy, \(r=1+\delta\), it is approximately \(\delta/2\). For very large \(r\) it approaches one: the field then lies almost along the zigzag axis, 45 degrees from the current.

## Other cutting angles

Let the channel make an angle \(\theta\) with the armchair axis:

\[
\hat n=\cos\theta\,\hat a+\sin\theta\,\hat z,\qquad
\hat t=-\sin\theta\,\hat a+\cos\theta\,\hat z .
\]

For \(\vec J=J\hat n\), the crystal-axis fields are \(E_a=\rho_aJ\cos\theta\) and \(E_z=\rho_zJ\sin\theta\). Their projections are

\[
E_n=J(\rho_a\cos^2\theta+\rho_z\sin^2\theta),
\]

\[
E_t=J(\rho_z-\rho_a)\sin\theta\cos\theta .
\]

With \(u=\tan\theta\), dividing numerator and denominator by \(\rho_a\cos^2\theta\) gives

\[
\frac{E_t}{E_n}=\frac{(r-1)u}{1+ru^2}.
\]

The ratio vanishes when the channel lies along either crystal axis. To find its largest value, differentiate with respect to \(u\). The numerator of the derivative is

\[
(r-1)\left[(1+ru^2)-2ru^2\right]=(r-1)(1-ru^2),
\]

which is zero at \(u=1/\sqrt r\). The maximum is therefore

\[
\left(\frac{E_t}{E_n}\right)_{\max}=\frac{r-1}{2\sqrt r}.
\]

For \(r=2\) this is 0.354, at 35.3 degrees from armchair. The 45-degree cut gives the largest \(E_t\) at fixed current density, since \(\sin\theta\cos\theta\) peaks there. It does not give the largest ratio, because \(E_n\) also changes with angle.

## How long must the channel be?

Take the end contacts as ideal metal with negligible contact resistance. The film is then at a single potential along each contact, so \(E_t=0\) there. Real contacts to black phosphorus can have appreciable resistance, which adds to the voltage between the ends and changes the field near them. The uniform solution, which has \(E_t\neq0\), cannot hold at an ideal contact. To find how far the disturbance reaches, let \(x\) run along \(\hat n\) and \(y\) along \(\hat t\), with side edges at \(y=0\) and \(y=W\). Current conservation is satisfied automatically by a stream function \(\psi\):

\[
J_n=\frac{\partial\psi}{\partial y},\qquad
J_t=-\frac{\partial\psi}{\partial x}.
\]

Since \(J_t=0\) on the side edges, \(\psi\) is constant along each of them. A current \(J_t\hat t\), projected in the same way as before, gives a field with components \(\rho_\times J_t\) along \(\hat n\) and \(\rho_nJ_t\) along \(\hat t\). Hence

\[
E_n=\rho_n\psi_y-\rho_\times\psi_x,\qquad
E_t=\rho_\times\psi_y-\rho_n\psi_x ,
\]

where subscripts on \(\psi\) denote derivatives. The zero-curl condition \(\partial_xE_t-\partial_yE_n=0\) becomes

\[
\rho_n(\psi_{xx}+\psi_{yy})-2\rho_\times\psi_{xy}=0 .
\]

Write \(\psi=Jy+\chi\), where \(J\) is the total current divided by \(W\). The first term then carries all the current, so \(\chi=0\) on both edges. Try \(\chi=e^{-\kappa x}e^{\lambda y}\):

\[
\lambda^2+2\frac{\rho_\times}{\rho_n}\kappa\lambda+\kappa^2=0 .
\]

Because \(\rho_n^2-\rho_\times^2=\rho_a\rho_z\), the roots are

\[
\lambda=\frac{\kappa}{\rho_n}\left(-\rho_\times\pm i\sqrt{\rho_a\rho_z}\right).
\]

The combination that vanishes at \(y=0\) is proportional to

\[
e^{-\kappa\rho_\times y/\rho_n}
\sin\!\left(\frac{\kappa\sqrt{\rho_a\rho_z}}{\rho_n}y\right).
\]

It also vanishes at \(y=W\) if the argument of the sine there is a multiple of \(\pi\). The slowest decay belongs to the first multiple, and its decay length is

\[
\ell=\frac1\kappa=\frac{W\sqrt{\rho_a\rho_z}}{\pi\rho_n}.
\]

For \(r=2\), \(\ell=0.30\,W\). The result one third therefore requires a distance of several \(\ell\) from both contacts.

## Worked example

Take a few-layer, hole-conducting channel at 300 K with \(L=10\) um, \(W=2\) um and current \(I=10\) uA. The hole density is \(p=5\times10^{12}\) cm\(^{-2}\), and the mobilities are \(\mu_a=400\) and \(\mu_z=200\) cm2/Vs. With \(q\) the elementary charge,

\[
\rho_a=\frac1{qp\mu_a}=3121\ \Omega/\text{sq},\qquad
\rho_z=\frac1{qp\mu_z}=6242\ \Omega/\text{sq}.
\]

Half their sum and half their difference are \(\rho_n=4681\) and \(\rho_\times=1560\) ohm/sq. The current per width is \(J=10/2=5\) uA/um. Hence

\[
E_n=\rho_nJ=234\ \text{V/cm},\qquad
E_t=\rho_\times J=78.0\ \text{V/cm}.
\]

If the uniform field filled the whole length, the voltages would be

\[
V_n=E_nL=234\ \text{mV},\qquad V_t=E_tW=15.6\ \text{mV}.
\]

The fields are in the ratio three to one, but the voltages are in the ratio fifteen to one, because the channel is five times longer than it is wide. The edge on the \(-\hat t\) side is the positive one.

The decay length is \(\ell=0.600\) um, so the middle of the channel is more than eight decay lengths from each contact. A finite-element solution of the whole rectangle, with equipotential ends and insulating sides, gives a ratio of 0.3332 at mid-channel. The decay length extracted from its transverse voltage between 2.5 and 3.5 um from a contact is 0.604 um, within 1% of the formula. Intervals closer to the contact or to mid-channel give values 2 to 3% above the formula, because faster modes or the far contact contribute.

With 234 mV between the contacts, the same solution carries 10.13 uA instead of 10 uA. The direction of this change is consistent with the contact condition: at the metal surface \(E_t=0\), so the local relation between \(J_n\) and \(E_n\) is the less resistive one of the tempting solution.

For a square channel, 2 um by 2 um, the transverse field averaged over the width at the middle is only 0.233 of the applied voltage divided by the length. This is 30% below the one third that a uniform field would give. It is not the local ratio \(E_t/E_n\), because the longitudinal field is not uniform either. Such a channel is too short for the uniform result.

## Separating it from a Hall voltage

Suppose a magnetic field \(B\) is applied along \(\hat n\times\hat t\). Holes moving at speed \(v=J/(qp)\) along \(\hat n\) feel a magnetic force \(qvB\) towards \(-\hat t\). An additional electric field \(+vB\) along \(\hat t\) balances it. In the Drude model, in SI units,

\[
E_t=\rho_\times J+vB .
\]

The two terms are equal when

\[
B=\frac{\rho_\times J}{v}=\rho_\times qp
=\frac12\left(\frac1{\mu_z}-\frac1{\mu_a}\right).
\]

With mobilities of 0.02 and 0.04 m\(^2\)/Vs, this gives \((50-25)/2=12.5\) T. The zero-field signal is thus as large as a Hall signal in a strong laboratory magnet. The Earth's field, taken as roughly 0.5 G, adds about four parts per million of \(V_t\).

Reversing \(B\) at fixed current changes the sign of the Hall term alone. Half the sum of the two readings therefore gives the zero-field term, and half their difference gives the Hall term. This is exact only for a single, energy-independent scattering time along each axis. If scattering depends on energy, magnetoresistance changes \(\rho_\times\) and a Hall factor changes the Hall term. For power-law scattering times at this density, the half-sum exceeds the zero-field term by under 0.5% at 2 T and by 1 to 9% at 12.5 T, and the field for equal signals falls to between 8 and 12 T. Reversing the current does not separate them, since both terms are proportional to \(J\).

## What changes in a real channel

The parameters are rough typical values for few-layer black phosphorus at room temperature: hole mobilities of some hundreds of cm2/Vs, with armchair the better direction. Samples differ with thickness, surface quality and substrate, and the mobility ratio of two is an input here, not a prediction. If \(r\) is 1.8 or 2.2, the field ratio becomes 0.286 or 0.375, a change of \(-14\%\) or \(+13\%\) relative to one third.

The ratio of effective masses must not be used in place of \(r\). Rough hole masses are 0.15 electron masses along armchair and 1 along zigzag. If the scattering time were the same in both directions, resistivity would be proportional to mass, and the field ratio would be \((1-0.15)/(1+0.15)=0.74\). The chosen mobilities imply that scattering is anisotropic too.

Geometry also matters. A cut at 43 or 47 degrees from armchair gives 0.340 or 0.325, a change of 2 to 3% relative to one third. A larger error can come from the voltage probes. If the two side probes are displaced relative to each other by 50 nm along the channel, they pick up \(E_n\times50\ \text{nm}=1.17\) mV of longitudinal voltage, or 7.5% of \(V_t\). In this model that error is proportional to the current and unchanged by reversing \(B\), just like the signal sought, so neither reversal removes it.

In a gated channel the carrier density varies with the local potential. On a 20 nm gate oxide, the assumed density needs a gate voltage 4.64 V beyond threshold, and the 234 mV drop changes the density by about 5% along the channel. This alters the field strength but not the local ratio, provided both conductivities carry the same factor \(s(\phi)\). Here \(\phi\) is the potential that a voltmeter reads. To see this, define \(w\) by \(dw=s(\phi)\,d\phi\). Then

\[
\vec J=-s(\phi)\,\boldsymbol\sigma\nabla\phi=-\boldsymbol\sigma\nabla w ,
\]

where \(\boldsymbol\sigma\) is the constant conductivity tensor. The contacts are equipotentials of \(w\) as well, so \(w\) obeys the uniform-film problem. The field \(-\nabla\phi=-\nabla w/s\) is parallel to \(-\nabla w\), and its components keep their ratio. In a finite-element solution with the conductivity halved from one end to the other, the longitudinal field differs by a factor of 1.37 between the quarter points, while the mid-channel ratio is 0.333.

Some further estimates for these numbers:

- The drift speed is \(6.2\times10^4\) cm/s, about 1% of a rough saturation speed of \(5\times10^6\) cm/s, so the linear Ohm law is reasonable.
- Thermal estimates of the mean free path are 6 to 8 nm, far below the 2 um width, so a local Ohm law is reasonable too.
- For a single parabolic subband with the rough masses above, the Fermi level lies 22 meV inside the valence band, against a thermal energy of 26 meV. The value is sensitive to these assumptions: masses of 0.15 and 1.8 give 9 meV, masses of 0.08 and 0.65 give 49 meV, and further occupied subbands in a thicker film lower it. The holes are moderately degenerate. If scattering depends on energy differently along the two axes, \(r\) varies with density and temperature, and the field ratio varies with it. The value of \(r\) must then be the one measured under the conditions of use.
- The oxide field is 2.3 MV/cm, below a rough breakdown scale of 10 MV/cm. For an assumed 3 eV barrier and a tunnelling mass of 0.4 electron masses, the tunnelling factor is about \(e^{-97}\). Leakage through defects is not included.
- Heat flow through the oxide raises the channel by about 2 mK. Interfaces and the substrate add to this and are not included.

Further values are listed in the numerical output.

## Computed values

```
temperature: 300 K
hole density: 5e+12 cm^-2
mobility armchair: 400 cm2/Vs
mobility zigzag: 200 cm2/Vs
channel length: 10 um
channel width: 2 um
current: 10 uA
rho armchair: 3120.8 ohm/sq
rho zigzag: 6241.5 ohm/sq
rho longitudinal: 4681.1 ohm/sq
rho transverse: 1560.4 ohm/sq
current per width: 5 uA/um
longitudinal field: 234.06 V/cm
transverse field: 78.02 V/cm
field ratio: 0.333333
field tilt from current: 18.43 deg
longitudinal voltage: 234.06 mV
transverse voltage: 15.60 mV
finite-element ratio at mid-channel: 0.33319
finite-element current at same voltage: 10.126 uA
contact decay length, formula: 0.6002 um
contact decay length, finite elements: 0.6042 um
square channel: (V_t/W)/(V_n/L) at middle: 0.2329
ratio with strong density variation: 0.33311
its field change, quarter points: 1.368 (factor)
initial sideways drift v_t/v_n: -0.33333
angle of largest ratio, from armchair: 35.26 deg
largest ratio: 0.35355
magnetic field for equal Hall signal: 12.5 T
Earth field assumed (rough): 0.5 G
Earth-field Hall signal / transverse signal: 4.0e-06
ratio if cut at 43 deg: 0.3404
ratio if cut at 47 deg: 0.3250
ratio if rho_z/rho_a = 1.8: 0.2857
ratio if rho_z/rho_a = 2.2: 0.3750
probe offset along channel: 50 nm
false voltage from offset: 1.170 mV
false voltage / transverse voltage: 0.0750
drift speed: 6.242e+04 cm/s
saturation speed assumed (rough): 5.0e+06 cm/s
drift / saturation speed: 0.0125
oxide thickness: 20 nm
gate overdrive for this density: 4.640 V
density change along channel: 5.04 %
oxide field: 2.320 MV/cm
tunnel barrier assumed (rough): 3 eV
tunnel mass assumed (rough): 0.4 m_e
tunnelling exponent (factor exp(-x)), x: 96.8
hole mass armchair (rough): 0.15 m_e
hole mass zigzag (rough): 1 m_e
Fermi level inside valence band: 21.59 meV
thermal energy kT: 25.85 meV
mean free path armchair, thermal estimate: 5.94 nm
mean free path zigzag, thermal estimate: 7.67 nm
oxide thermal conductivity assumed: 1.4 W/(m K)
heating across oxide: 1.67 mK
```
